# Momentum conservation and length-dependent heat conductivity in anharmonic chains: verification in Python

```python
# Result under test: a classical anharmonic chain that conserves momentum has a
# heat conductivity kappa that grows with length, because long sound waves keep
# the energy current alive (current correlation ~ t^(-2/3), kappa ~ L^(1/3)).
# Adding an anharmonic on-site potential makes kappa independent of length.
# Symbols (reduced units, mass = k_B = 1): q displacement, p momentum,
# r = q[n+1]-q[n] bond stretch, V(r) = r^2/2 + r^3/3 + r^4/4 bond potential,
# U(q) = PIN q^4/4 on-site potential (pinned chain only), T temperature,
# c sound speed in sites per time, J total energy current, N number of sites.
import math
import numpy as np
from scipy.fft import rfft, irfft, next_fast_len
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import solve_continuous_lyapunov

rng = np.random.default_rng(12345)
DT = 0.1             # time step
EVERY = 4            # steps between samples
DTS = DT * EVERY     # time between samples
PREP = 80.0          # time with a weak bath on every site
MODES = 16           # number of long-wave momentum modes recorded
HOT, COLD = 1.4, 0.6
PIN = 5.0            # strength of the on-site potential
WINDOW = 600.0       # time over which mode correlations are followed


def run_chain(kind, pinned, sites, copies, temps, burn, measure,
              ring=False, stretch=0.0):
    """Molecular dynamics of many independent copies of one chain.
    Open chains have Langevin baths on the two end sites; rings are isolated."""
    f32 = np.float32
    temps = np.asarray(temps, dtype=f32).reshape(sites, 1)
    q = np.zeros((sites, copies), f32)
    p = np.zeros_like(q)
    r = np.zeros_like(q)
    force = np.zeros_like(q)
    work = np.zeros_like(q)
    prep_steps = int(round(PREP / DT))
    start = prep_steps + int(round(burn / DT))
    total = start + int(round(measure / DT))
    decay_all = math.exp(-0.1 * DT)
    amp_all = np.sqrt((1 - decay_all**2) * temps).astype(f32)
    decay_end = math.exp(-1.0 * DT)
    amp_end = np.sqrt((1 - decay_end**2) * temps[::sites - 1]).astype(f32)
    angle = 2 * np.pi * np.outer(np.arange(1, MODES + 1), np.arange(sites)) / sites
    waves = np.concatenate([np.cos(angle), np.sin(angle)]).astype(f32)
    currents, modes = [], []
    flux, samples = 0.0, 0
    profile = np.zeros(sites)
    heat = np.zeros(2)
    for step in range(total):
        np.subtract(q[1:], q[:-1], out=r[:-1])
        if ring:
            np.subtract(q[0], q[-1], out=r[-1])
            if stretch:
                r += stretch
        if kind == "rotor":
            np.sin(r, out=force)
        else:
            np.add(r, 1.0, out=force)
            force *= r
            force += 1.0
            force *= r
        sample = step >= start and step % EVERY == 0
        if sample:
            p_before = p.copy()
        np.multiply(force, DT, out=work)
        p += work
        p[1:] -= work[:-1]
        p[0] -= work[-1]
        if pinned:
            np.multiply(q, q, out=work)
            work *= q
            work *= PIN * DT
            p -= work
        if sample:
            p_now = 0.5 * (p_before + p)   # momentum at the time of the positions
            samples += 1
            profile += np.einsum("ij,ij->i", p, p) / copies
            if ring:
                pair = p_now + np.roll(p_now, -1, axis=0)
                currents.append(-0.5 * np.einsum("ij,ij->j", force, pair))
                modes.append(waves @ p_now)
            else:
                pair = p_now[:-1] + p_now[1:]
                flux -= 0.5 * float(np.sum(force[:-1] * pair)) / (copies * (sites - 1))
        if step < prep_steps:
            p *= decay_all
            p += amp_all * rng.standard_normal(p.shape, dtype=f32)
            if step == prep_steps - 1 and ring and not pinned:
                p -= p.mean(axis=0)        # total momentum set to zero
            np.multiply(p, DT, out=work)
            q += work
        elif ring:
            np.multiply(p, DT, out=work)
            q += work
        else:
            old = p[::sites - 1].copy()
            new = old * decay_end + amp_end * rng.standard_normal(old.shape, dtype=f32)
            p[::sites - 1] = new
            if step >= start:
                heat += 0.5 * (new * new - old * old).sum(axis=1) / copies
            np.multiply(p, DT, out=work)
            q += work
            q[::sites - 1] += (0.5 * DT) * (old - new)   # bath acts at mid-drift
    profile /= samples
    if ring:
        return np.array(currents), np.array(modes), float(profile.mean())
    flux /= samples
    bath_flux = 0.5 * (heat[0] - heat[1]) / measure
    inner = np.arange(sites // 4, sites - sites // 4)
    slope, mid = np.polyfit(inner - inner.mean(), profile[inner], 1)
    return dict(kappa=-flux / slope, flux=flux, bath=bath_flux, mid=mid,
                contact=1 + slope * (sites - 1) / (HOT - COLD))


def autocorrelation(x):
    """Mean over columns of the time autocorrelation of x[time, column]."""
    n = len(x)
    spectrum = rfft(x.astype(float), next_fast_len(2 * n), axis=0)
    power = np.mean(np.abs(spectrum)**2, axis=1)
    return irfft(power, next_fast_len(2 * n))[:n] / (n - np.arange(n))


def running_kappa(currents, sites, temp):
    corr = autocorrelation(currents)[:400] / sites
    return corr, cumulative_trapezoid(corr, dx=DTS, initial=0) / temp**2


def mode_correlation(modes, m, sites):
    both = autocorrelation(modes[:, m - 1]) + autocorrelation(modes[:, MODES + m - 1])
    return both[:int(round(WINDOW / DTS)) + 1] / sites


def damping(s):
    """For s ~ exp(-g t) cos(w t) the integral of s^2/s(0)^2 is 1/(4 g)."""
    return 1 / (4 * cumulative_trapezoid((s / s[0])**2, dx=DTS)[-1])


# --- sound speed and mean stretch at zero pressure, T = 1, from bond averages
grid = np.linspace(-8, 8, 16001)
V = grid**2 / 2 + grid**3 / 3 + grid**4 / 4
weight = np.exp(-V)
weight /= weight.sum()
mean_r, mean_V = weight @ grid, weight @ V
var_r = weight @ (grid - mean_r)**2
var_V = weight @ (V - mean_V)**2
cov = weight @ ((grid - mean_r) * (V - mean_V))
c = math.sqrt((0.5 + var_V) / (var_r * (0.5 + var_V) - cov**2))
print(f"mean bond stretch at T=1, zero pressure: {mean_r:.4f}")
print(f"sound speed from bond averages: {c:.4f} sites/time")

# --- self-consistent broadening of one sound peak (coupling strength 1)
size, h, steps = 512, 0.2, 800
lap = 2 - 2 * np.cos(2 * np.pi * np.arange(size // 2 + 1) / size)
f = np.zeros((steps + 1, size // 2 + 1))
memory = np.zeros_like(f)
overlap = np.zeros(steps + 1)
f[0] = 1.0
for n in range(steps + 1):
    peak = irfft(f[n], size)
    overlap[n] = np.sum(peak**2)
    memory[n] = rfft(peak**2).real
    if n < steps:
        past = h * np.einsum("jk,jk->k", f[:n + 1][::-1], memory[:n + 1])
        f[n + 1] = f[n] - h * lap * past
tail_exp = math.log(overlap[200] / overlap[800]) / math.log(4)
print(f"mode-coupling decay exponent, t=40 to 160: {tail_exp:.3f} (theory {2/3:.3f})")
print(f"implied length exponent of kappa: {1 - tail_exp:.3f} (theory {1/3:.3f})")

# --- open chains between baths
print(f"bath temperatures: {HOT} and {COLD}; on-site strength: {PIN}")
plans = {"free": [(32, 120, 400), (64, 120, 500), (128, 170, 600), (256, 320, 1000)],
         "pinned": [(32, 100, 600), (64, 200, 1600), (128, 400, 3000)]}
result = {}
for name, runs in plans.items():
    for sites, burn, measure in runs:
        out = run_chain("bond", name == "pinned", sites, 8192 // sites,
                        np.linspace(HOT, COLD, sites), burn, measure)
        result[name, sites] = out
        print(f"{name} N={sites}: kappa={out['kappa']:.2f}, flux={out['flux']:.4f}, "
              f"bath heat={out['bath']:.4f}, mid T={out['mid']:.3f}, "
              f"contact share={out['contact']:.2f}")
slopes = {}
for name, runs in plans.items():
    lengths = [x[0] for x in runs]
    kap = [result[name, s]["kappa"] for s in lengths]
    slopes[name] = np.polyfit(np.log(lengths), np.log(kap), 1)[0]
    print(f"{name}: apparent exponent of kappa(N): {slopes[name]:.3f}")
free_growth = result["free", 256]["kappa"] / result["free", 64]["kappa"]
pinned_growth = result["pinned", 128]["kappa"] / result["pinned", 64]["kappa"]
print(f"free kappa(256)/kappa(64): {free_growth:.3f}")
print(f"pinned kappa(128)/kappa(64): {pinned_growth:.3f}")

# --- isolated rings in equilibrium
N, COPIES = 128, 64
i15, i30, i45, i60 = (int(round(t / DTS)) for t in (15, 30, 45, 60))
J, modes, T_free = run_chain("bond", False, N, COPIES, np.ones(N), 200, 2500,
                             ring=True, stretch=float(mean_r))
corr_free, kap_free = running_kappa(J, N, T_free)
S = [mode_correlation(modes, m, N) for m in range(1, MODES + 1)]
z1 = int(np.argmax(S[0] < 0))
z2 = z1 + 25 + int(np.argmax(S[0][z1 + 25:] > 0))


def crossing(s, i):
    return DTS * (i - 1 + s[i - 1] / (s[i - 1] - s[i]))


k1 = 2 * math.sin(math.pi / N)
c_md = math.pi / (k1 * (crossing(S[0], z2) - crossing(S[0], z1)))
predicted = np.zeros(len(S[0]))
for m, s in enumerate(S, start=1):
    k = 2 * math.sin(math.pi * m / N)
    predicted += 2 * c**2 / N * (s**2 + (np.gradient(s, DTS) / (c * k))**2)
tail_md = cumulative_trapezoid(corr_free[i15:i45 + 1], dx=DTS)[-1]
tail_th = cumulative_trapezoid(predicted[i15:i45 + 1], dx=DTS)[-1]
g_free = damping(S[1]), damping(S[7])    # wavelengths of 64 and 16 sites
g_limit = 1 / (2 * WINDOW)               # value an undamped wave would show
del J, modes

T_mid = 0.5 * (result["pinned", 64]["mid"] + result["pinned", 128]["mid"])
J, modes, T_pin = run_chain("bond", True, N, COPIES, np.full(N, T_mid), 100, 2500,
                            ring=True)
_, kap_pin = running_kappa(J, N, T_pin)
g_pin = damping(mode_correlation(modes, 2, N)), damping(mode_correlation(modes, 8, N))
del J, modes
J, modes, T_rot = run_chain("rotor", False, N, COPIES, np.ones(N), 100, 1200, ring=True)
_, kap_rot = running_kappa(J, N, T_rot)
del J, modes

print(f"ring size: {N} sites; temperatures free {T_free:.3f}, pinned {T_pin:.3f}, "
      f"rotor {T_rot:.3f}")
print(f"sound speed from ring dynamics: {c_md:.3f} sites/time")
print(f"free damping rates, wavelength 64 and 16 sites: {g_free[0]:.4f}, {g_free[1]:.4f}")
print(f"smallest damping rate the time window can show: {g_limit:.5f}")
print(f"pinned damping rates, same wavelengths: {g_pin[0]:.4f}, {g_pin[1]:.4f}")
print(f"damping ratio free {g_free[1]/g_free[0]:.2f}, pinned {g_pin[1]/g_pin[0]:.2f}")
print(f"free current tail, t=15 to 45: measured {tail_md:.3f}, "
      f"factorized long waves {tail_th:.3f}, ratio {tail_md/tail_th:.2f}")
for name, kap in (("free", kap_free), ("pinned", kap_pin), ("rotor", kap_rot)):
    print(f"{name} Green-Kubo kappa up to t=30: {kap[i30]:.3f}, up to t=60: {kap[i60]:.3f}")
kap_bath = 0.5 * (result["pinned", 64]["kappa"] + result["pinned", 128]["kappa"])
print(f"pinned kappa from baths, mean of N=64 and 128: {kap_bath:.3f}")


# --- harmonic chain with harmonic on-site term: exact stationary covariance
def harmonic_flux(sites):
    stiff = 3 * np.eye(sites) - np.eye(sites, k=1) - np.eye(sites, k=-1)
    stiff[0, 0] = stiff[-1, -1] = 2
    friction = np.zeros(sites)
    friction[[0, -1]] = 1
    noise = np.zeros(2 * sites)
    noise[sites], noise[-1] = 2 * HOT, 2 * COLD
    drift = np.block([[np.zeros((sites, sites)), np.eye(sites)],
                      [-stiff, -np.diag(friction)]])
    cv = solve_continuous_lyapunov(drift, -np.diag(noise))
    a = sites // 2
    b = a + 1
    return -0.5 * (cv[b, sites + a] - cv[a, sites + a]
                   + cv[b, sites + b] - cv[a, sites + b])


h32, h128 = harmonic_flux(32), harmonic_flux(128)
print(f"harmonic pinned chain flux: N=32 {h32:.5f}, N=128 {h128:.5f}")

# --- tests (tolerances cover sampling noise of the finite runs)
assert abs(tail_exp - 2 / 3) < 0.05          # finite-time correction ~ t^(-1/3)
for out in result.values():
    assert abs(out["bath"] / out["flux"] - 1) < 0.12
assert free_growth > 1.23 and slopes["free"] > 0.15
assert abs(pinned_growth - 1) < 0.15
assert slopes["free"] > slopes["pinned"] + 0.1
assert abs(c_md / c - 1) < 0.08
assert g_free[0] > 1.5 * g_limit             # the rate is resolved by the window
assert g_free[1] / g_free[0] > 3
assert 0.5 < g_pin[1] / g_pin[0] < 2
assert 0.5 < tail_md / tail_th < 2           # leading-order estimate only
assert abs(kap_pin[i60] / kap_pin[i30] - 1) < 0.15
assert abs(kap_pin[i60] / kap_bath - 1) < 0.15
assert abs(kap_rot[i60] / kap_rot[i30] - 1) < 0.2
assert h32 > 0 and abs(h128 / h32 - 1) < 0.03
print("PASS")
```

Printed output:

```
mean bond stretch at T=1, zero pressure: -0.1977
sound speed from bond averages: 1.3922 sites/time
mode-coupling decay exponent, t=40 to 160: 0.670 (theory 0.667)
implied length exponent of kappa: 0.330 (theory 0.333)
bath temperatures: 1.4 and 0.6; on-site strength: 5.0
free N=32: kappa=20.96, flux=0.1914, bath heat=0.1923, mid T=0.999, contact share=0.65
free N=64: kappa=24.51, flux=0.1559, bath heat=0.1568, mid T=1.007, contact share=0.50
free N=128: kappa=33.41, flux=0.1185, bath heat=0.1183, mid T=1.003, contact share=0.44
free N=256: kappa=34.66, flux=0.0866, bath heat=0.0865, mid T=1.029, contact share=0.20
pinned N=32: kappa=3.09, flux=0.0477, bath heat=0.0486, mid T=1.009, contact share=0.40
pinned N=64: kappa=3.07, flux=0.0307, bath heat=0.0309, mid T=1.013, contact share=0.21
pinned N=128: kappa=3.11, flux=0.0171, bath heat=0.0174, mid T=0.987, contact share=0.13
free: apparent exponent of kappa(N): 0.262
pinned: apparent exponent of kappa(N): 0.005
free kappa(256)/kappa(64): 1.414
pinned kappa(128)/kappa(64): 1.014
ring size: 128 sites; temperatures free 1.013, pinned 1.007, rotor 0.982
sound speed from ring dynamics: 1.395 sites/time
free damping rates, wavelength 64 and 16 sites: 0.0029, 0.0191
smallest damping rate the time window can show: 0.00083
pinned damping rates, same wavelengths: 0.1283, 0.1291
damping ratio free 6.57, pinned 1.01
free current tail, t=15 to 45: measured 11.816, factorized long waves 6.130, ratio 1.93
free Green-Kubo kappa up to t=30: 17.915, up to t=60: 26.672
pinned Green-Kubo kappa up to t=30: 2.822, up to t=60: 2.847
rotor Green-Kubo kappa up to t=30: 0.612, up to t=60: 0.623
pinned kappa from baths, mean of N=64 and 128: 3.093
harmonic pinned chain flux: N=32 0.10000, N=128 0.10000
PASS
```
